# Does an ion feel the mean potential step at a liquid surface?: test program

```python
"""Mean potential step of a molecular liquid versus the potential in a cavity.

Result under test (Rydberg units, e^2 = 2, lengths in bohr = a0):
  mean step  V_mean - V_vac = -8 pi Int P dz - (4 pi/3) n Theta
  cavity wall potential     = -8 pi Int P_r dR + 4 pi Int n <3 Q_rr - Theta> dR/R
V: energy of a unit positive test charge; n: number density of molecules;
P: outward dipole density; Q_ij = sum q r_i r_j about the molecular centre (N);
Theta = trace Q. The trace enters the mean step but not the cavity potential.
Orientation density: f = 1 + 3 s cos(theta) + 5 t P2(cos(theta)), so that
s = <cos(theta)> and t = <P2>; theta is measured from the outward normal.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, cumulative_trapezoid
from scipy.spatial.transform import Rotation
from pyscf import gto, dft

pi = np.pi
RY = physical_constants["Rydberg constant times hc in eV"][0]

# ---------- the molecule: dipole axis +z runs from N towards the H plane ----------
bond, angle_deg, volume = 1.9, 107.0, 270.0
n_bulk = 1.0 / volume
sin_b = 2 / np.sqrt(3) * np.sin(np.radians(angle_deg) / 2)
cos_b = np.sqrt(1 - sin_b**2)
nuclei = np.array([[0.0, 0.0, 0.0]] + [
    [bond * sin_b * np.cos(a), bond * sin_b * np.sin(a), bond * cos_b]
    for a in 2 * pi * np.arange(3) / 3])
nuclear_charge = np.array([7.0, 1.0, 1.0, 1.0])
mol = gto.M(atom=[[s, tuple(x)] for s, x in zip("NHHH", nuclei)],
            unit="Bohr", basis="aug-cc-pvdz", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()

# moments from analytic integrals
r2_electrons = np.einsum("ij,ji->", mol.intor("int1e_r2"), dm)
r2_nuclei = np.sum(nuclear_charge * np.sum(nuclei**2, axis=1))
theta = r2_nuclei - r2_electrons
z_electrons = np.einsum("ij,ji->", mol.intor("int1e_r")[2], dm)
dipole = nuclear_charge @ nuclei[:, 2] - z_electrons

# the same molecule as a cloud of small charges on an integration grid
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords)
cloud = grid.weights * np.sum((ao @ dm) * ao, axis=1)
keep = (np.linalg.norm(grid.coords, axis=1) < 14) & (np.abs(cloud) > 1e-14)
cloud, cloud_xyz = cloud[keep], grid.coords[keep]
assert abs(cloud.sum() - 10) < 2e-3
cloud = cloud * 10 / cloud.sum()
points = np.vstack([nuclei, cloud_xyz])
charges = np.concatenate([nuclear_charge, -cloud])
radii = np.linalg.norm(points, axis=1)
theta_grid = charges @ radii**2
assert abs(theta_grid - theta) < 0.02
assert abs(charges @ points[:, 2] - dipole) < 5e-3
quad_axis = 3 * (charges @ points[:, 2]**2) - theta_grid

# ---------- orientation quadrature ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
spins = 2 * pi * np.arange(7) / 7


def normal_coordinate(xyz, c, spin):
    side = xyz[:, 0] * np.cos(spin) + xyz[:, 1] * np.sin(spin)
    return xyz[:, 2] * c + np.sqrt(1 - c * c) * side


def orientation_density(c, s, t):
    return 1 + 3 * s * c + 5 * t * (3 * c * c - 1) / 2


# ---------- slab: build charge density, integrate Poisson's equation ----------
h = 0.02
Z = np.linspace(-45, 45, 4501)
half_slab, width, s_max, t_max = 25.0, 2.0, 0.10, 0.05
site_density = n_bulk * (np.tanh((Z + half_slab) / width)
                         - np.tanh((Z - half_slab) / width)) / 2
right = np.exp(-((Z - half_slab) / width)**2 / 2)
left = np.exp(-((Z + half_slab) / width)**2 / 2)
s_slab, t_slab = s_max * (right - left), t_max * (right + left)


def slab_step(xyz, q):
    bins = 1501
    sheet = np.zeros(len(Z) + bins - 1)
    for c, w in zip(cos_nodes, cos_weights):
        profile = np.zeros(bins)
        for spin in spins:
            x = (normal_coordinate(xyz, c, spin) + 15.0) / h
            i = np.floor(x).astype(int)
            f = x - i
            profile += np.bincount(i, q * (1 - f), minlength=bins)
            profile += np.bincount(i + 1, q * f, minlength=bins)
        sites = site_density * orientation_density(c, s_slab, t_slab)
        sheet += w / 2 * h * np.convolve(sites, profile / len(spins))
    V = -8 * pi * h * np.cumsum(np.cumsum(sheet))
    assert abs(V[-1]) < 1e-3          # both vacuum sides at the same level
    return V[len(V) // 2]


surface_order = h * np.sum((site_density * s_slab)[Z > 0])
outer_dipole = -8 * pi * dipole * surface_order
trace_part = -4 * pi / 3 * n_bulk * theta
step_formula = outer_dipole + trace_part
step_direct = slab_step(points, charges)
assert abs(step_direct - step_formula) < 5e-4

# moving the molecular centre changes the split but not the sum
shift = 1.0
theta_shifted = charges @ np.sum((points - [0, 0, shift])**2, axis=1)
order_shifted = 0.0
for c, w in zip(cos_nodes, cos_weights):
    sites = site_density * orientation_density(c, s_slab, t_slab)
    running = cumulative_trapezoid(sites, Z, initial=0)
    beyond = running[-1] - np.interp(-shift * c, Z, running)
    order_shifted += w / 2 * c * beyond
dipole_part_shifted = -8 * pi * dipole * order_shifted
trace_part_shifted = -4 * pi / 3 * n_bulk * theta_shifted
assert abs(dipole_part_shifted + trace_part_shifted - step_direct) < 5e-4
assert abs(trace_part_shifted - trace_part) > 5e-3


# ---------- where the trace part is made ----------
def averaged_potential(r):
    return 2 * np.sum(charges / np.maximum(r, radii))


def part_beyond(R):
    far = radii > R
    a, q = radii[far], charges[far]
    return 8 * pi * n_bulk * np.sum(
        q * ((a**3 - R**3) / (3 * a) - (a**2 - R**2) / 2))


r_line = np.linspace(1e-4, 14, 2801)
v_line = np.array([averaged_potential(r) for r in r_line])
volume_integral = np.trapezoid(r_line**2 * v_line, r_line) if hasattr(
    np, "trapezoid") else np.trapz(r_line**2 * v_line, r_line)
assert abs(4 * pi * n_bulk * volume_integral - trace_part) < 1e-3
inside_fraction = 1 - part_beyond(4.0) / trace_part
assert 0.9 < inside_fraction < 1.0

# ---------- cavity centre: direct Coulomb sums over the surrounding liquid ----------
cavity, decay, s_wall, t_wall, reach = 6.5, 2.0, 0.10, 0.05, 20.0
x_nodes, x_weights = np.polynomial.legendre.leggauss(24)
R_nodes = cavity + reach * (x_nodes + 1) / 2
R_weights = reach * x_weights / 2


def cavity_potential(xyz, q):
    r2 = np.sum(xyz**2, axis=1)
    total = 0.0
    for c, w in zip(cos_nodes, cos_weights):
        for spin in spins:
            u = normal_coordinate(xyz, c, spin)
            for R, wR in zip(R_nodes, R_weights):
                v = 2 * np.sum(q / np.sqrt(R * R + r2 + 2 * R * u))
                fade = np.exp(-(R - cavity) / decay)
                f = orientation_density(c, s_wall * fade, t_wall * fade)
                total += 4 * pi * R * R * wR * n_bulk * f * w / 2 / len(spins) * v
    return total


order_length = quad(lambda R: np.exp(-(R - cavity) / decay),
                    cavity, cavity + reach)[0]
order_log = quad(lambda R: np.exp(-(R - cavity) / decay) / R,
                 cavity, cavity + reach)[0]
wall_dipole = -8 * pi * n_bulk * dipole * s_wall * order_length
wall_quadrupole = 4 * pi * n_bulk * t_wall * quad_axis * order_log
wall_tail = part_beyond(cavity)
wall_formula = wall_dipole + wall_quadrupole + wall_tail
wall_direct = cavity_potential(points, charges)
assert abs(wall_direct - wall_formula) < 4e-4
cavity_total = outer_dipole + wall_direct
assert abs(cavity_total) < 0.25 * abs(trace_part)

# ---------- twin molecule: neutral spherical dressing makes Theta vanish ----------
shell_radius = 2.0
shell_charge = -theta_grid / shell_radius**2


def sphere_points(n_polar, n_azimuth):
    c, w = np.polynomial.legendre.leggauss(n_polar)
    a = 2 * pi * (np.arange(n_azimuth) + 0.5) / n_azimuth
    C, A = np.meshgrid(c, a, indexing="ij")
    S = np.sqrt(1 - C**2)
    xyz = np.stack([S * np.cos(A), S * np.sin(A), C], axis=-1).reshape(-1, 3)
    return xyz, np.repeat(w / 2 / n_azimuth, n_azimuth)


unit_shell, shell_weights = sphere_points(12, 24)
twin_points = np.vstack([points, shell_radius * unit_shell, [[0, 0, 0]]])
twin_charges = np.concatenate([charges, shell_charge * shell_weights,
                               [-shell_charge]])
step_twin = slab_step(twin_points, twin_charges)
wall_twin = cavity_potential(twin_points, twin_charges)
assert abs(step_twin - outer_dipole) < 5e-4
assert abs(wall_twin - wall_direct) < 1e-5

# ---------- point-charge model with the same dipole ----------
q_H = dipole / (3 * bond * cos_b)
model_charges = np.array([-3 * q_H, q_H, q_H, q_H])
theta_model = model_charges @ np.sum(nuclei**2, axis=1)
step_model = slab_step(nuclei, model_charges)
wall_model = cavity_potential(nuclei, model_charges)
trace_model = -4 * pi / 3 * n_bulk * theta_model
assert abs(step_model - outer_dipole - trace_model) < 5e-4
assert trace_model < 0 < trace_part
assert abs(wall_model - wall_direct) < 0.1 * abs(step_model - step_direct)

# ---------- periodic cell with zero mean: void of a simple cubic lattice ----------
edge, smear, m_max = volume**(1 / 3), 0.4, 18
m = np.arange(-m_max, m_max + 1)
mx, my, mz = np.meshgrid(m, m, m, indexing="ij")
m2 = (mx**2 + my**2 + mz**2).ravel()
sign = np.where((mx + my + mz).ravel() % 2 == 0, 1.0, -1.0)
sphere = (m2 > 0) & (m2 <= m_max**2)
phase_sum = np.bincount(m2[sphere], sign[sphere])
void_zero_mean = 0.0
for k in np.nonzero(phase_sum)[0]:
    G = 2 * pi * np.sqrt(k) / edge
    form_factor = np.sum(charges * np.sinc(G * radii / pi))
    void_zero_mean += (8 * pi / (volume * G * G) * form_factor
                       * phase_sum[k] * np.exp(-(G * smear)**2 / 4))
half = np.arange(-3, 3) + 0.5
hx, hy, hz = np.meshgrid(half, half, half)
distances = edge * np.sqrt(hx**2 + hy**2 + hz**2).ravel()
void_tails = sum(averaged_potential(d) for d in distances)
assert abs(void_zero_mean - (void_tails - trace_part)) < 1.5e-3
void_vacuum = void_zero_mean + trace_part

# ---------- a rigid spherical ion feels the potential at its centre ----------
ion_radius, cluster_radius = 1.5, 8.0
ion_shell, ion_weights = sphere_points(6, 12)
targets = np.vstack([[[0, 0, 0]], ion_radius * ion_shell])
V_targets = np.zeros(len(targets))
turns = Rotation.random(6, random_state=7)
for k, place in enumerate(np.vstack([np.eye(3), -np.eye(3)])):
    placed = turns[k].apply(points) + cluster_radius * place
    for j, target in enumerate(targets):
        V_targets[j] += 2 * np.sum(
            charges / np.sqrt(np.sum((placed - target)**2, axis=1)))
ion_average = ion_weights @ V_targets[1:]
ion_spread = np.ptp(V_targets[1:])
assert abs(ion_average - V_targets[0]) < 5e-4
assert ion_spread > 1e-3

# ---------- numbers ----------
aligned_layer = abs(theta) / (6 * dipole)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


def show_main(label, value):
    print(f"{label}: {value:.4f} Ry = {value * RY:.2f} eV")


print("NH3, PBE/aug-cc-pVDZ, chosen geometry; V for unit positive charge")
show("N-H distance (chosen)", bond, "a0", 1)
show("H-N-H angle (chosen)", angle_deg, "degrees", 0)
show("volume per molecule (chosen)", volume, "a0^3", 0)
show("number density n", n_bulk, "a0^-3", 6)
show("dipole p, N towards H", dipole, "e a0")
show("nuclear second moment", r2_nuclei, "e a0^2", 3)
show("electronic <r^2> sum", r2_electrons, "a0^2", 3)
show("Theta about N", theta, "e a0^2", 3)
show("axial 3Q_aa - Theta", quad_axis, "e a0^2", 3)
show("surface and wall peak <cos> (chosen)", s_max, "", 2)
show("surface and wall peak <P2> (chosen)", t_max, "", 2)
show("surface profile and order width (chosen)", width, "a0", 1)
show_main("second-moment part of step", trace_part)
show("surface dipole part of step", outer_dipole, "Ry")
show("step, formula", step_formula, "Ry")
show_main("step, direct Poisson integration", step_direct)
show("aligned dipole layer matching Theta part", aligned_layer, "a0", 2)
show("centre shift towards H", shift, "a0", 1)
show("Theta part, shifted centre", trace_part_shifted, "Ry")
show("dipole part, shifted centre", dipole_part_shifted, "Ry")
show("fraction of Theta part within 4 a0 of N", inside_fraction, "", 3)
for r in (1.0, 2.0, 4.0, 6.0):
    show(f"averaged molecular V at {r:.0f} a0", averaged_potential(r), "Ry", 5)
show("cavity radius to N sites (chosen)", cavity, "a0", 1)
show("wall order decay length (chosen)", decay, "a0", 1)
show("cavity wall dipole term", wall_dipole, "Ry", 5)
show("cavity wall quadrupole term", wall_quadrupole, "Ry", 5)
show("cavity overlap-tail term", wall_tail, "Ry", 5)
show("cavity wall sum, formula", wall_formula, "Ry", 5)
show("cavity wall sum, direct Coulomb", wall_direct, "Ry", 5)
show_main("cavity centre relative to vacuum", cavity_total)
show("twin dressing shell radius (chosen)", shell_radius, "a0", 1)
show("twin dressing shell charge", shell_charge, "e", 3)
show("twin molecule: mean step", step_twin, "Ry")
show("twin molecule: cavity wall sum", wall_twin, "Ry", 5)
show("point-charge model: charge on H", q_H, "e")
show("point-charge model: Theta", theta_model, "e a0^2", 3)
show_main("point-charge model: mean step", step_model)
show("point-charge model: cavity wall sum", wall_model, "Ry", 5)
show("cubic cell edge", edge, "a0", 3)
show("void V, zero-mean cell", void_zero_mean, "Ry")
show("void V from overlap tails alone", void_tails, "Ry")
show("void V after adding mean step", void_vacuum, "Ry")
show("ion test: distance of six molecules", cluster_radius, "a0", 1)
show("ion test: shell radius", ion_radius, "a0", 1)
show("ion test: V at centre", V_targets[0], "Ry", 5)
show("ion test: V averaged on shell", ion_average, "Ry", 5)
show("ion test: spread of V on shell", ion_spread, "Ry", 5)
print("verified")
```

Running it gives:

```
NH3, PBE/aug-cc-pVDZ, chosen geometry; V for unit positive charge
N-H distance (chosen): 1.9 a0
H-N-H angle (chosen): 107 degrees
volume per molecule (chosen): 270 a0^3
number density n: 0.003704 a0^-3
dipole p, N towards H: 0.5791 e a0
nuclear second moment: 10.830 e a0^2
electronic <r^2> sum: 27.347 a0^2
Theta about N: -16.517 e a0^2
axial 3Q_aa - Theta: -4.175 e a0^2
surface and wall peak <cos> (chosen): 0.10 
surface and wall peak <P2> (chosen): 0.05 
surface profile and order width (chosen): 2.0 a0
second-moment part of step: 0.2562 Ry = 3.49 eV
surface dipole part of step: -0.0135 Ry
step, formula: 0.2427 Ry
step, direct Poisson integration: 0.2428 Ry = 3.30 eV
aligned dipole layer matching Theta part: 4.75 a0
centre shift towards H: 1.0 a0
Theta part, shifted centre: 0.2742 Ry
dipole part, shifted centre: -0.0315 Ry
fraction of Theta part within 4 a0 of N: 0.985 
averaged molecular V at 1 a0: 2.24695 Ry
averaged molecular V at 2 a0: 0.50000 Ry
averaged molecular V at 4 a0: 0.00683 Ry
averaged molecular V at 6 a0: 0.00022 Ry
cavity radius to N sites (chosen): 6.5 a0
wall order decay length (chosen): 2.0 a0
cavity wall dipole term: -0.01078 Ry
cavity wall quadrupole term: -0.00238 Ry
cavity overlap-tail term: 0.00016 Ry
cavity wall sum, formula: -0.01301 Ry
cavity wall sum, direct Coulomb: -0.01302 Ry
cavity centre relative to vacuum: -0.0265 Ry = -0.36 eV
twin dressing shell radius (chosen): 2.0 a0
twin dressing shell charge: 4.129 e
twin molecule: mean step: -0.0135 Ry
twin molecule: cavity wall sum: -0.01302 Ry
point-charge model: charge on H: 0.2731 e
point-charge model: Theta: 2.958 e a0^2
point-charge model: mean step: -0.0594 Ry = -0.81 eV
point-charge model: cavity wall sum: -0.01177 Ry
cubic cell edge: 6.463 a0
void V, zero-mean cell: -0.2525 Ry
void V from overlap tails alone: 0.0034 Ry
void V after adding mean step: 0.0037 Ry
ion test: distance of six molecules: 8.0 a0
ion test: shell radius: 1.5 a0
ion test: V at centre: 0.05583 Ry
ion test: V averaged on shell: 0.05588 Ry
ion test: spread of V on shell: 0.01282 Ry
verified
```
